**Occupied-state mixing and the first-order density of an insulator**

For orbitals ψₙ that each hold two electrons and lie below a gap and a static Hermitian potential V¹, the first-order density is n¹ = 4 Re Σₙ ψₙ* Δψₙ. Here Δψₙ has no occupied component and solves (H − εₙ + αP_v) Δψₙ = −P_c V¹ ψₙ, where εₙ are the orbital energies, P_v and P_c project on occupied and empty states, and α is a positive shift. The program asserts that this density and the resulting permittivity agree with self-consistent diagonalization in a small finite field; both routes print a permittivity of 4.0308. It also asserts that the density stays correct when the perturbation couples degenerate occupied levels. In the model crystal the mixing density of the highest occupied orbital peaks at 11.97 nm⁻³, while the sum over all orbitals vanishes to rounding. A 12-site matrix model asserts that the cancellation survives without time-reversal symmetry and fails for unequal occupations. The same model shows that the one-sided formula for a complex perturbation holds with time reversal and is off by about 5% of the peak response in the case without it. The remaining output sizes what the crystal model neglects, of which the lattice polarization, about 16 in the permittivity for rough oxide values, is the largest.

## Verification by program

```python
"""
Result under test: for an insulator with equally occupied orbitals psi_n and a
static Hermitian potential V1, the first-order density is
    n1 = 4 Re sum_n conj(psi_n) dpsi_n      (spin factor 2 included),
where dpsi_n has no occupied component and solves
    (H - e_n + alpha Pv) dpsi_n = -Pc V1 psi_n.
Pv, Pc: projectors on occupied and empty states; e_n: orbital energies;
alpha: a positive shift. Mixing among occupied states drops out of the sum.
Units: eV, nm; densities in nm^-3; chains of cross-section 'area' fill space.
"""
import numpy as np
from scipy import constants as sc

HB2_2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2
E2_EPS0 = sc.e / sc.epsilon_0 * 1e9                   # eV nm

# ---------------------------------------------------------------- site model
rng = np.random.default_rng(4)
n_site, n_occ = 12, 5
levels = np.concatenate([np.linspace(-3, -2, n_occ),
                         np.linspace(2, 4, n_site - n_occ)])


def site_model(break_time_reversal):
    X = rng.normal(size=(n_site, n_site)).astype(complex)
    if break_time_reversal:
        X = X + 1j * rng.normal(size=(n_site, n_site))
    U = np.linalg.qr(X)[0]
    return (U * levels) @ U.conj().T, U


def site_sternheimer(H, U, w):
    occ = U[:, :n_occ]
    Pv = occ @ occ.conj().T
    rhs = -(np.eye(n_site) - Pv) @ (w[:, None] * occ)
    cols = [np.linalg.solve(H - levels[n] * np.eye(n_site) + 3.0 * Pv,
                            rhs[:, n]) for n in range(n_occ)]
    return np.array(cols).T


def site_orbital_derivative(H, U, w, h=1e-5):
    """Central difference of occupied eigenvectors, phases aligned."""
    found = []
    for s in (h, -h):
        vec = np.linalg.eigh(H + s * np.diag(w))[1][:, :n_occ]
        ov = np.sum(U[:, :n_occ].conj() * vec, axis=0)
        found.append(vec * (ov.conj() / abs(ov)))
    return (found[0] - found[1]) / (2 * h)


one_sided_error = {}
for broken in (False, True):
    H, U = site_model(broken)
    occ = U[:, :n_occ]
    w = rng.normal(size=n_site)
    dU = site_orbital_derivative(H, U, w)
    D = site_sternheimer(H, U, w)
    mix = occ @ (occ.conj().T @ dU)
    each = 2 * np.real(occ.conj() * mix)
    site_each, site_sum = abs(each).max(), abs(each.sum(axis=1)).max()
    assert site_each > 1e-2 and site_sum < 1e-6
    true_n1 = 2 * np.real(occ.conj() * dU).sum(axis=1)
    cond_n1 = 2 * np.real(occ.conj() * D).sum(axis=1)
    assert np.allclose(true_n1, cond_n1, atol=1e-6)

    # unequal occupations: the mixing must survive
    f = np.array([1, 1, 1, 1, 0.5])
    left = (2 * np.real(occ.conj() * (dU - D)) * f).sum(axis=1)
    W = occ.conj().T @ (w[:, None] * occ)
    formula = np.zeros(n_site, complex)
    for n in range(n_occ):
        for m in range(n_occ):
            if m != n:
                formula += ((f[n] - f[m]) / (levels[n] - levels[m])
                            * W[m, n] * occ[:, n].conj() * occ[:, m])
    unequal_left = abs(left).max()
    assert np.allclose(left, formula, atol=1e-6) and unequal_left > 1e-3

    # complex perturbation: two-sided form always, one-sided form only
    # with time reversal
    wave_w = np.exp(2j * np.pi * np.arange(n_site) / n_site)
    ref = np.zeros(n_site, complex)
    for part, unit in ((wave_w.real, 1), (wave_w.imag, 1j)):
        d = site_orbital_derivative(H, U, part)
        ref += unit * 2 * np.real(occ.conj() * d).sum(axis=1)
    Dw = site_sternheimer(H, U, wave_w)
    Dwc = site_sternheimer(H, U, wave_w.conj())
    two = (occ.conj() * Dw + occ * Dwc.conj()).sum(axis=1)
    one = 2 * (occ.conj() * Dw).sum(axis=1)
    assert np.allclose(two, ref, atol=1e-6)
    one_sided_error[broken] = abs(one - ref).max() / abs(ref).max()
assert one_sided_error[False] < 1e-5 and one_sided_error[True] > 1e-2

# ------------------------------------------------------------- model crystal
a, cells, area = 0.5, 8, 0.06            # nm, -, nm^2
v_first, v_second, phase = 1.0, 2.8, 0.7  # eV, eV, rad
field_ext = 0.5                          # V/nm, unscreened peak field
L, M, J = a * cells, 256, 60
x = np.arange(M) * L / M
j = np.arange(-J, J + 1)
nv = 2 * cells                           # doubly occupied orbitals
waves = np.exp(2j * np.pi * np.outer(x, j) / L) / np.sqrt(L)
G = 2 * np.pi * np.fft.fftfreq(M, L / M)


def crystal_potential(pos):
    g = 2 * np.pi / a
    return (2 * v_first * np.cos(g * pos)
            + 2 * v_second * np.cos(2 * g * pos + phase))


def matrix(V):
    return (np.fft.fft(V) / M)[(j[:, None] - j[None, :]) % M]


def density(C):
    return 2 / area * np.sum(abs(waves @ C)**2, axis=1)


def hartree(n):
    t = np.fft.fft(n)
    t[0] = 0
    t[1:] *= E2_EPS0 / G[1:]**2
    return np.fft.ifft(t).real


H0 = np.diag(HB2_2M * (2 * np.pi * j / L)**2) + matrix(crystal_potential(x))
energy, states = np.linalg.eigh(H0)
Cv, ev = states[:, :nv], energy[:nv]
psi = waves @ Cv
gap = energy[nv] - energy[nv - 1]
assert gap > 1 and ev[-1] - ev[-2] > 1e-3
n0 = density(Cv)
one_mat = np.eye(len(j))
Pv = Cv @ Cv.conj().T
Pc = one_mat - Pv
alpha = ev[-1] - ev[0] + gap


def resolvents(shift):
    return np.array([np.linalg.inv(H0 - e * one_mat + shift * Pv)
                     for e in ev])


R = resolvents(alpha)


def conduction_part(V, res):
    rhs = -Pc @ (matrix(V) @ Cv)
    return (res @ rhs.T[:, :, None])[:, :, 0].T


def density_first(V):
    D = conduction_part(V, R)
    return 4 / area * np.real(psi.conj() * (waves @ D)).sum(axis=1)


def linear_response(V_ext, local_kernel=0.0):
    V = V_ext.copy()
    for _ in range(400):
        n1 = density_first(V)
        step = V_ext + hartree(n1) + local_kernel * n1 - V
        V = V + 0.3 * step
        if abs(step).max() < 1e-11:
            return V, density_first(V)
    raise AssertionError("linear response not converged")


def finite_field(V_ext):
    """Self-consistent diagonalization in a finite external potential."""
    V_ind = np.zeros(M)
    for _ in range(400):
        C = np.linalg.eigh(H0 + matrix(V_ext + V_ind))[1][:, :nv]
        n = density(C)
        step = hartree(n - n0) - V_ind
        V_ind = V_ind + 0.3 * step
        if abs(step).max() < 1e-9:
            return n, V_ext + V_ind
    raise AssertionError("finite field not converged")


amplitude = field_ext * L / (2 * np.pi)
V_ext = amplitude * np.cos(2 * np.pi * x / L)
V_tot, n1 = linear_response(V_ext)
ratio = np.fft.fft(V_ext)[1] / np.fft.fft(V_tot)[1]
eps_el = ratio.real
assert abs(ratio.imag) < 1e-6 and eps_el > 1
field_tot = field_ext / eps_el

# small finite field against linear response
s = 0.02
n_p, V_p = finite_field(s * V_ext)
n_m, V_m = finite_field(-s * V_ext)
n1_fd = (n_p - n_m) / (2 * s)
fd_error = abs(n1_fd - n1).max() / abs(n1).max()
eps_fd = (np.fft.fft(V_ext)[1] / np.fft.fft((V_p - V_m) / (2 * s))[1]).real
assert fd_error < 1e-3 and abs(eps_fd / eps_el - 1) < 1e-3

# the shift alpha and the occupied component
D = conduction_part(V_tot, R)
D_other = conduction_part(V_tot, resolvents(2.5 * alpha))
assert abs(D - D_other).max() < 1e-9 and abs(Cv.conj().T @ D).max() < 1e-9

# occupied mixing coefficients c[m, n]
Vocc = Cv.conj().T @ matrix(V_tot) @ Cv
de = ev[None, :] - ev[:, None]
same = abs(de) < 1e-8
assert abs(Vocc[same & ~np.eye(nv, dtype=bool)]).max(initial=0) < 1e-8
c = np.where(same, 0, Vocc / np.where(same, 1, de))
mix_dens = 4 / area * np.real(psi.conj() * (waves @ (Cv @ c)))
cond_dens = 4 / area * np.real(psi.conj() * (waves @ D))
w_mix, w_cond = np.sum(abs(c)**2), np.sum(abs(D)**2)
top_mix = np.linalg.norm(c[:, -1])
top_cond = np.linalg.norm(D[:, -1])
mix_sum = abs(mix_dens.sum(axis=1)).max()
assert mix_sum < 1e-8 and abs(mix_dens[:, -1]).max() > 1e-3

# top occupied orbital: mixing and conduction norms by finite differences
h, pieces = 1e-3, []
for sign in (1, -1):
    vec = np.linalg.eigh(H0 + sign * h * matrix(V_tot))[1][:, nv - 1]
    ov = np.vdot(Cv[:, -1], vec)
    pieces.append(vec * ov.conj() / abs(ov))
dtop = (pieces[0] - pieces[1]) / (2 * h)
top_mix_fd = np.linalg.norm(Pv @ dtop)
top_cond_fd = np.linalg.norm(Pc @ dtop)
assert abs(top_mix_fd / top_mix - 1) < 1e-4
assert abs(top_cond_fd / top_cond - 1) < 1e-4

# a wave of half the length couples degenerate occupied states
V_deg = amplitude * np.cos(4 * np.pi * x / L)
Vd = Cv.conj().T @ matrix(V_deg) @ Cv
splitting = 0.0
for n in range(nv - 1):
    if ev[n + 1] - ev[n] < 1e-8:
        block = np.linalg.eigvalsh(Vd[n:n + 2, n:n + 2])
        splitting = max(splitting, block[1] - block[0])
h = 1e-2
n_deg = [density(np.linalg.eigh(H0 + t * matrix(V_deg))[1][:, :nv])
         for t in (h, -h)]
n1_deg = density_first(V_deg)
deg_error = (abs((n_deg[0] - n_deg[1]) / (2 * h) - n1_deg).max()
             / abs(n1_deg).max())
assert splitting > 1e-3 and deg_error < 1e-3

# ------------------------------------------------- sizes of neglected effects
n_full, _ = finite_field(V_ext)
nonlinear = abs(n_full - n0 - n1).max() / abs(n1).max()

coulomb = E2_EPS0 / (4 * np.pi)
f_x = -(3 / np.pi)**(1 / 3) / 3 * n0**(-2 / 3) * coulomb
V_x, n1_x = linear_response(V_ext, f_x)
# test-charge permittivity: external plus Hartree potential only
V_charge = V_ext + hartree(n1_x)
eps_x = (np.fft.fft(V_ext)[1] / np.fft.fft(V_charge)[1]).real


def half_trace(E):
    """Half trace of the one-period transfer matrix; cosh(kappa a) in gap."""
    slices = 800
    d = a / slices
    T = np.tile(np.eye(2, dtype=complex), (len(E), 1, 1))
    for pos in (np.arange(slices) + 0.5) * d:
        k = np.sqrt((E - crystal_potential(pos)) / HB2_2M + 0j)
        S = np.array([[np.cos(k * d), np.sin(k * d) / k],
                      [-k * np.sin(k * d), np.cos(k * d)]])
        T = S.transpose(2, 0, 1) @ T
    return np.trace(T, axis1=1, axis2=2).real / 2


edges = half_trace(np.array([energy[nv - 1], energy[nv]]))
assert abs(edges - 1).max() < 2e-3       # independent check of the band edges
node, weight = np.polynomial.legendre.leggauss(30)
E_gap = energy[nv - 1] + gap * (node + 1) / 2
kappa = np.arccosh(np.maximum(half_trace(E_gap), 1)) / a
tunnel = 2 / field_tot * np.sum(weight * kappa) * gap / 2

T_use = 358.0
log_thermal = -gap / (2 * sc.k * T_use / sc.e) / np.log(10)

# one polar lattice mode, rough oxide values
Z_eff, mu_u, mode_meV, cell_vol = 5.0, 27.0, 35.0, 0.035
omega = mode_meV * 1e-3 * sc.e / sc.hbar
spring = mu_u * sc.atomic_mass * omega**2 / sc.e * 1e-18   # eV/nm^2
eps_lattice = E2_EPS0 * Z_eff**2 / (cell_vol * spring)

# --------------------------------------------------------------------- output
print(f"period {a} nm, cells {cells}, wave length {L} nm")
print(f"chain cross-section {area} nm^2")
print(f"potential coefficients {v_first}, {v_second} eV; phase {phase} rad")
print(f"occupied orbitals (each holds 2 electrons): {nv}")
print(f"mean electron density: {n0.mean():.1f} nm^-3")
print(f"occupied energy range: {ev[-1] - ev[0]:.3f} eV")
print(f"gap: {gap:.3f} eV")
print(f"shift alpha: {alpha:.3f} eV")
print(f"unscreened peak field: {field_ext * 10:.2f} MV/cm")
print(f"external potential amplitude: {amplitude:.4f} eV")
print(f"electronic permittivity, Sternheimer: {eps_el:.4f}")
print(f"electronic permittivity, finite field: {eps_fd:.4f}")
print(f"screened peak field: {field_tot * 10:.3f} MV/cm")
print(f"screened potential amplitude: {amplitude / eps_el:.4f} eV")
print(f"top orbital, norm of occupied mixing: {top_mix:.5f}")
print(f"  same by finite differences: {top_mix_fd:.5f}")
print(f"top orbital, norm of conduction part: {top_cond:.5f}")
print(f"  same by finite differences: {top_cond_fd:.5f}")
print(f"all orbitals, squared norm of mixing: {w_mix:.5f}")
print(f"all orbitals, squared norm of conduction part: {w_cond:.6f}")
print(f"top orbital, peak mixing density: "
      f"{abs(mix_dens[:, -1]).max():.4f} nm^-3")
print(f"top orbital, peak conduction density: "
      f"{abs(cond_dens[:, -1]).max():.4f} nm^-3")
print(f"all orbitals, peak summed mixing density: {mix_sum:.1e} nm^-3")
print(f"all orbitals, peak first-order density: {abs(n1).max():.4f} nm^-3")
print(f"relative error against finite field: {fd_error:.1e}")
print(f"2 nm wave, largest degenerate splitting: {splitting:.4f} eV")
print(f"2 nm wave, relative density error: {deg_error:.1e}")
print(f"site model, no time reversal: largest single mixing {site_each:.3f}")
print(f"site model, no time reversal: summed mixing {site_sum:.1e}")
print(f"site model, unequal occupations: mixing left {unequal_left:.3f}")
print(f"one-sided form, relative error with time reversal: "
      f"{one_sided_error[False]:.1e}")
print(f"one-sided form, relative error without: {one_sided_error[True]:.3f}")
print(f"neglected: nonlinear density, relative: {nonlinear:.2e}")
print(f"neglected: permittivity with exchange kernel: {eps_x:.4f}")
print(f"neglected: tunnelling exponent, uniform field: {tunnel:.1f}")
print(f"neglected: log10 exp(-gap/2kT) at {T_use:.0f} K: {log_thermal:.1f}")
print(f"polar mode inputs (rough): charge {Z_eff} e, mass {mu_u} u,")
print(f"  energy {mode_meV} meV, cell volume {cell_vol} nm^3")
print(f"neglected: lattice part of permittivity: {eps_lattice:.1f}")
print("checks complete")
```

It prints:

```
period 0.5 nm, cells 8, wave length 4.0 nm
chain cross-section 0.06 nm^2
potential coefficients 1.0, 2.8 eV; phase 0.7 rad
occupied orbitals (each holds 2 electrons): 16
mean electron density: 133.3 nm^-3
occupied energy range: 3.949 eV
gap: 5.615 eV
shift alpha: 9.564 eV
unscreened peak field: 5.00 MV/cm
external potential amplitude: 0.3183 eV
electronic permittivity, Sternheimer: 4.0308
electronic permittivity, finite field: 4.0308
screened peak field: 1.240 MV/cm
screened potential amplitude: 0.0790 eV
top orbital, norm of occupied mixing: 0.20203
  same by finite differences: 0.20203
top orbital, norm of conduction part: 0.00195
  same by finite differences: 0.00195
all orbitals, squared norm of mixing: 1.77032
all orbitals, squared norm of conduction part: 0.000010
top orbital, peak mixing density: 11.9711 nm^-3
top orbital, peak conduction density: 0.0500 nm^-3
all orbitals, peak summed mixing density: 3.6e-14 nm^-3
all orbitals, peak first-order density: 0.1622 nm^-3
relative error against finite field: 9.1e-07
2 nm wave, largest degenerate splitting: 0.3164 eV
2 nm wave, relative density error: 4.4e-08
site model, no time reversal: largest single mixing 0.636
site model, no time reversal: summed mixing 2.3e-10
site model, unequal occupations: mixing left 0.073
one-sided form, relative error with time reversal: 1.8e-09
one-sided form, relative error without: 0.048
neglected: nonlinear density, relative: 4.12e-03
neglected: permittivity with exchange kernel: 4.3915
neglected: tunnelling exponent, uniform field: 210.2
neglected: log10 exp(-gap/2kT) at 358 K: -39.5
polar mode inputs (rough): charge 5.0 e, mass 27.0 u,
  energy 35.0 meV, cell volume 0.035 nm^3
neglected: lattice part of permittivity: 16.3
checks complete
```
